# Spinor relaxation of a valence p shell in spin-orbit CI

## Spinor relaxation in spin-orbit CI on scalar orbitals

In a one-electron radial model of a heavy valence p shell, the exact p$_{1/2}$–p$_{3/2}$ splitting is 6008 cm⁻¹, while spin-orbit CI within the scalar p orbital gives 5238 cm⁻¹, short by 12.8 % of the exact value. Single excitations into one added Gaussian p function recover 77 % of the deficit if the exponent is 0.48 bohr⁻² and none of it if the exponent is 0.126 bohr⁻². The five lowest virtual p orbitals together recover 11 %.

### Model and angular reduction

Hartree atomic units are used. One p electron moves outside a frozen core described by a semilocal effective core potential with channels $V_{1/2}(r)$ and $V_{3/2}(r)$, written as a scalar part $V$ plus $\xi(r)\,\mathbf l\cdot\mathbf s$ acting on $l=1$. From $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, the eigenvalue of $\mathbf l\cdot\mathbf s$ is $\lambda_j=\tfrac12[j(j+1)-2-\tfrac34]$, so $\lambda_{1/2}=-1$ and $\lambda_{3/2}=+\tfrac12$. Then $V_{1/2}=V-\xi$ and $V_{3/2}=V+\xi/2$, which invert to $\xi=\tfrac23(V_{3/2}-V_{1/2})$ and $V=(V_{1/2}+2V_{3/2})/3$. For $u=rR$,

$$h(\lambda)=h_0+\lambda\xi,\qquad h_0=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}+V .$$

The spin-orbit operator conserves $l$, $j$ and $m$, so a CI over $N$ scalar radial functions times six angular-spin functions separates into $N\times N$ matrices $\varepsilon_n\delta_{nm}+\lambda_j\xi_{nm}$, where $h_0\phi_n=\varepsilon_n\phi_n$ and $\xi_{nm}=\langle\phi_n|\xi|\phi_m\rangle$. With $N=1$ both spinors share $\phi_0$ and the splitting is $\Delta_1=\tfrac32\xi_{00}$. A different radial shape for each $j$ can arise only by mixing in $\phi_n$, a single excitation p→p′, whose coupling to the reference is $\lambda_j\xi_{n0}$. Because $h_0$ has no such element, adding these functions to an exact $\phi_0$ leaves the scalar energy unchanged.

The valence orbital is taken as the nodeless lowest p state, as with a large core, and $\xi$ as positive and decreasing. Small-core potentials, where 6p also couples to an occupied 5p, are outside this treatment. Fitted spin-orbit potentials need not be positive or monotonic; the proofs below of a single node in the response and of a unique blind exponent use the fact that $\xi-\xi_{00}$ changes sign only once. The example uses round parameters, $V=-1/r-0.25\,e^{-0.1r^2}$ and $\xi=0.8\,e^{-r^2}$. Scalar orbitals come from degree-7 B-splines on 120 intervals in a 400 bohr box (105 orbitals below 300 Eh); exact $E_j$ and $\langle r\rangle_j$ come from Chebyshev collocation of order 140 on 50 bohr. They give $\varepsilon_0=-0.19603$ Eh and $\xi_{00}=0.015910$ Eh.

### Size of the relaxation

Define $A=h_0-\varepsilon_0$, $W=\xi-\xi_{00}$, $e=E-\varepsilon_0-\lambda\xi_{00}$, the projector $Q=1-|\phi_0\rangle\langle\phi_0|$, and $R=A^{-1}$ on the range of $Q$, where $A$ is positive. Write $\psi=\phi_0+\eta$ with $\eta\perp\phi_0$. Since $A\phi_0=0$ and $\langle\phi_0|W|\phi_0\rangle=0$, projecting $(A+\lambda W-e)\psi=0$ on $\phi_0$ and on its complement gives

$$e=\lambda\langle\phi_0|W|\eta\rangle,\qquad (A+\lambda QW-e)\,\eta=-\lambda W\phi_0 .$$

Insert $\eta=\lambda\chi+\lambda^2\chi_2+\lambda^3\chi_3$ and $e=\lambda^2e_2+\lambda^3e_3+\lambda^4e_4$, and set $w=QW\chi$. Powers of $\lambda$ in the second equation give $A\chi=-W\phi_0$, $A\chi_2=-w$ and $A\chi_3=-QW\chi_2+e_2\chi$. In the first equation replace $W\phi_0$ by $-A\chi$:

$$e_2=-\langle\chi|A|\chi\rangle\equiv-S,\qquad e_3=-\langle\chi|A|\chi_2\rangle=\langle\chi|W|\chi\rangle\equiv T,$$

$$e_4=-\langle\chi|A|\chi_3\rangle=\langle\chi|W|\chi_2\rangle-e_2\langle\chi|\chi\rangle=-\langle w|R|w\rangle+S\langle\chi|\chi\rangle .$$

In the orbital basis $\chi=-\sum_{n>0}\phi_n\,\xi_{n0}/(\varepsilon_n-\varepsilon_0)$ and $S=\sum_{n>0}\xi_{0n}^2/(\varepsilon_n-\varepsilon_0)$. The differences $\lambda_{3/2}^k-\lambda_{1/2}^k$ are $\tfrac32,\,-\tfrac34,\,\tfrac98,\,-\tfrac{15}{16}$ for $k=1$ to 4, so

$$\Delta=E_{3/2}-E_{1/2}=\tfrac32\xi_{00}+\tfrac34S+\tfrac98T-\tfrac{15}{16}e_4+\dots$$

Both levels fall at second order, the lower one four times as far, so relaxation widens the splitting. The degeneracy-weighted averages $(\lambda_{1/2}^k+2\lambda_{3/2}^k)/3$ are $0,\tfrac12,-\tfrac14$, so the centroid moves by $-S/2-T/4$ through third order.

The orbital sums give $S=0.003471$ Eh, $T=0.000693$ Eh and $\langle\chi|\chi\rangle=0.00932$; a polynomial fit to collocation energies for $|\lambda|<0.4$ gives $e_4=-0.000119$ Eh. The partial sums are $0.023865$, then $+0.002603=0.026469$, $+0.000779=0.027248$ and $+0.000112=0.027360$ Eh, against the exact $0.027377$ Eh. The exact levels relax by $-0.004300$ Eh ($j=\tfrac12$) and $-0.000788$ Eh ($j=\tfrac32$); the ratio exceeds four because $\lambda^3T$ lowers the first level and raises the second. The centroid falls by 0.00196 Eh (third-order formula: 0.00191 Eh), which enters ionization energies.

Scaling $\xi\to s\xi$ at fixed shape multiplies order $k$ by $s^k$, so through third order

$$\rho(s)=\frac{\Delta-\Delta_1}{\Delta_1}=\frac{sS}{2\xi_{00}}+\frac{3s^2T}{4\xi_{00}}=0.1091\,s+0.0327\,s^2 .$$

At $s=0.1$ this is 1.12 %, as is the exact value; at $s=1$ it is 14.2 % against the exact 14.7 %. The relative error of the first-order splitting is linear in the coupling at leading order and the absolute error quadratic. This scaling suggests a larger effect for 6p elements, whose coupling is stronger than that of the lighter members of their groups, in so far as the shape of $\xi$ and the excitation energies vary less down a group than the strength does. The model holds them fixed, and no real element is computed here.

### Shape of the response

Put $\chi=y\,\phi_0$. The product rule and $A\phi_0=0$ give $A(y\phi_0)=-(\phi_0^2y')'/(2\phi_0)$, so $A\chi=-W\phi_0$ integrates to

$$\phi_0^2\,y'=2\int_0^r W\phi_0^2\,dr' .$$

$W$ is positive inside some radius $r_c$ and negative outside, and the integral over all $r$ vanishes, so the right side rises from zero and returns to zero from above: $y'>0$ everywhere. Orthogonality, $\int y\phi_0^2\,dr=0$, then forces exactly one node $r_n$, found at 3.2 bohr. To first order $d\langle r\rangle/d\lambda=2\int r\,y\,\phi_0^2\,dr=2\int(r-r_n)\,y\,\phi_0^2\,dr>0$, because $y$ has the sign of $r-r_n$. The $j=\tfrac12$ spinor contracts and $j=\tfrac32$ expands by half as much. With slope 0.2865 bohr and scalar $\langle r\rangle=3.554$ bohr, first order gives 3.268 and 3.697 bohr; the exact values are 3.226 and 3.688 bohr. The response has an inner and an outer lobe of opposite sign, with the node inside the valence region.

### What a finite set of p functions recovers

Add functions $g_k$ whose span does not contain $\phi_0$. Define $v_k=\langle g_k|W|\phi_0\rangle$ and $A_{kl}=\langle g_k|A|g_l\rangle$; neither changes under $g_k\to g_k-c\,\phi_0$, so orthogonalization is unnecessary. Projecting $A\chi_V=-W\phi_0$ on the $g_k$, with $\chi_V=\sum_ka_kg_k$, gives $\mathbf a=-\mathbf A^{-1}\mathbf v$ and a second-order coefficient $-fS$, where $f=\mathbf v^{T}\mathbf A^{-1}\mathbf v/S$. Both $\langle\chi_V|A|\chi\rangle=-\mathbf a^T\mathbf v$ and $\langle\chi_V|A|\chi_V\rangle=\mathbf a^T\mathbf A\mathbf a$ equal $fS$, so expanding the square yields

$$\|\chi-\chi_V\|_A^2=S-2fS+fS,\qquad f=1-\|\chi-\chi_V\|_A^2/S .$$

The vector $\mathbf a$ makes the Hylleraas functional $\mathbf a^T\mathbf A\mathbf a+2\mathbf a^T\mathbf v$ minimal, so $f$ lies between 0 and 1 and cannot fall when functions are added. Each CI energy is an upper bound to $E_j$. The splitting, a difference of two upper bounds, is itself neither an upper nor a lower bound: if the added function is the exact $j=\tfrac12$ spinor, only the upper level is in error and the splitting comes out too large. At second order its error is $-\tfrac34(1-f)S$.

The table lists $f$, the splitting $\Delta_V$ from diagonalizing $h(\lambda_j)$ in $\{\phi_0,g_k\}$ by quadrature, and the full-strength recovery $F=(\Delta_V-\Delta_1)/(\Delta-\Delta_1)$. G denotes $r^2e^{-\alpha r^2}$ with exponents in bohr⁻².

| extra p space | $f$ (%) | $F$ (%) | $\Delta_V$ (Eh) |
|---|---|---|---|
| $\phi_1$ | 10.3 | 6.6 | 0.02410 |
| $\phi_1$ to $\phi_5$ | 16.5 | 10.9 | 0.02425 |
| G 0.126 | 0.0 | 0.0 | 0.02387 |
| G 0.062 | 65.4 | 55.7 | 0.02582 |
| G 0.476 | 81.0 | 77.2 | 0.02658 |
| G 0.03, 0.01 | 38.5 | 28.0 | 0.02485 |
| G 0.3 | 68.8 | 60.1 | 0.02598 |
| G 0.3, 0.1 | 68.8 | 60.1 | 0.02598 |
| G 0.3, 0.1, 0.9 | 98.8 | 98.2 | 0.02731 |
| those and 0.03, 2.7 | 99.8 | 99.8 | 0.02737 |
| $\chi$ | 100 | 99.3 | 0.02735 |

A single Gaussian has exactly one blind exponent. For large $\alpha$ the weight in $v(\alpha)=\int r^2e^{-\alpha r^2}W\phi_0\,dr$ lies at $r<r_c$, so $v>0$. For $\alpha=0$, let $q=\phi_0/r^2$. Substituting $u=r^2q$ in the radial equation cancels the centrifugal term and leaves $(r^4q')'=2r^4(V-\varepsilon_0)q$. This $V$ increases with $r$ and crosses $\varepsilon_0$ once, so $r^4q'$ falls from zero and returns to zero from below, and $1/q$ increases. Using $\int W\phi_0^2\,dr=0$,

$$v(0)=\int\left[\frac1{q(r)}-\frac1{q(r_c)}\right]W\phi_0^2\,dr<0,$$

since the bracket and $W$ have opposite signs on both sides of $r_c$. The $\alpha$-derivative of $e^{\alpha r_c^2}v(\alpha)$ is $-\int(r^2-r_c^2)\,W\,r^2\phi_0\,e^{-\alpha(r^2-r_c^2)}dr>0$, so the zero is unique. There the off-diagonal CI element $\lambda v$ vanishes and the root belonging to $\phi_0$ keeps its first-order energy at any $\lambda$. Root finding places the zero at 0.126; numerical maximization of $f=v^2/(A_{11}S)$ on either side gives 0.476 and 0.062.

Two features of the table are unexpected. The optimum below the blind exponent recovers 65 %, far more than the diffuse pair 0.03, 0.01; its mean radius, $8/(3\sqrt{2\pi\alpha})=4.27$ bohr, is not far from the 3.55 bohr of $\phi_0$, so it is a valence-sized function. Adding 0.1 to 0.3 gains only 0.01 percentage points. Eliminating $a_1$ from the $2\times2$ equations gives

$$f_{12}-f_1=\frac{(v_2-A_{21}v_1/A_{11})^2}{(A_{22}-A_{21}^2/A_{11})\,S},$$

so the gain depends on the coupling left after the first function, which here nearly vanishes. An unchanged splitting after one added function therefore does not show convergence: the next function, 0.9, raises $f$ to 98.8 %. $F$ equals $f$ as $s\to0$ and differs through higher orders. In the table $F/f$ is 0.73 for the pair 0.03, 0.01 and 0.95 for the exponent 0.476.

Bound scalar virtuals are poor. With $\varepsilon_1=-0.066806$ Eh and $|\xi_{01}|=0.006813$ Eh, the first contributes $0.006813^2/0.129226=0.000359$ Eh, 10.3 % of $S$. For high states with $\varepsilon_n=-1/2n^{*2}$, the semiclassical density near the core is inversely proportional to the Kepler period $2\pi n^{*3}$, while the gap tends to $|\varepsilon_0|$, so the terms scale as $n^{*-3}$; term times $n^{*3}$ is 0.00525 and 0.00522 Eh at $n^*=8.76$ and $9.76$. Eight explicit terms plus this tail, with unit steps in $n^*$, give 17.9 % of $S$, leaving 82.1 % to the continuum of $h_0$. The mean excitation energy in $\chi$, $S/\langle\chi|\chi\rangle=0.003471/0.00932=0.37$ Eh, exceeds the 0.196 Eh threshold. In the near-complete B-spline basis this share is carried by positive-energy pseudostates. The virtuals of a small basis mix bound and continuum states of $h_0$, so their division at zero energy can differ: with the diffuse pair 0.03, 0.01 they lie at $-0.067$ and $+0.002$ Eh and carry 11.0 % and 27.5 % of $S$.

One well-shaped function nearly suffices. In $\{\phi_0,\chi\}$ the equations above hold with $R$ replaced by $|\chi\rangle\langle\chi|/S$. This reproduces $\chi$, since $-\langle\chi|W|\phi_0\rangle=S$, hence $e_2$ and $e_3$ for both $j$, and turns $\langle w|R|w\rangle$ into $T^2/S$. The leading error is $\lambda^4(\langle w|R|w\rangle-T^2/S)=1.3\times10^{-5}\lambda^4$ Eh. Diagonalization at $\lambda=-1$ gives $2.4\times10^{-5}$ Eh, the excess being fifth and higher order; this is 0.6 % of the $j=\tfrac12$ relaxation.

### More than one electron

Take two non-interacting electrons in $j=\tfrac12$, $m=\pm\tfrac12$, and keep only singles. A single on electron 1 and a single on electron 2 differ in two orbitals and are not coupled by a one-electron operator. With $M=Q(A+\lambda W)Q$ and $G(x)=\langle\phi_0|W(M-x)^{-1}W|\phi_0\rangle$, eliminating $\eta$ gives $e=-\lambda^2G(e)$ for one electron and $e'=-2\lambda^2G(e')$ for the pair, while the exact pair energy is $2e$. At leading order $G'=\langle\phi_0|WR^2W|\phi_0\rangle=\langle\chi|\chi\rangle$ and $e'-e=-\lambda^2S$, so

$$e'-2e=-2\lambda^2\langle\chi|\chi\rangle(e'-e)=2\lambda^4S\langle\chi|\chi\rangle=6.5\times10^{-5}\lambda^4\ \text{Eh}.$$

Diagonalization at $\lambda=-1$ gives $1.1\times10^{-4}$ Eh, 1.2 % of the pair relaxation of 0.0086 Eh. Products of singles, second order in the wavefunction, enter the energy at fourth order.

With electron repulsion, and for a reference whose scalar orbitals satisfy Brillouin's theorem, the second-order structure survives within singles CI, with $A$ replaced by the singles block of the scalar Hamiltonian minus the reference energy; double excitations change the response. That case, the mixing of terms within p$^n$, and the loss of $l$ and $j$ as good labels in molecules are not modelled, and the percentages here belong to this model.

### Practice

For an unscaled $\xi$ on scalar orbitals, include p→p′ singles from every reference determinant and keep the high-lying p virtuals: in the near-complete basis used here, truncation by orbital energy at the ionization threshold would discard 82 % of $S$. Free the valence p contraction and cover the range from the valence exponents up to about that of $\xi$, as 0.1, 0.3, 0.9 does for a spin-orbit exponent of 1.0 when added to an accurate $\phi_0$. These three functions alone do not describe $\phi_0$: used as the whole p basis they give $\varepsilon_0=-0.1875$ Eh and a splitting of 0.0322 Eh, 18 % too large, and adding 0.03 brings it to 0.0273 Eh. Functions no tighter than the valence shell recover only part of the relaxation ($F=84$ % for 0.1, 0.03, 0.01 and 28 % for 0.03, 0.01), so they do not replace the tighter exponents. Screen added functions by $f$, or by the growth of $\mathbf v^T\mathbf A^{-1}\mathbf v$ at fixed, well-converged $\phi_0$, which needs only scalar orbitals, their energies and $\xi$ integrals. If $\phi_0$ itself changes with the basis, this quantity need not grow steadily or stay below $S$. Vary several exponents, and confirm the choice with the full splitting, since $F$ can lie well below $f$. Where basis size is costly, contract $\chi$ from an uncontracted atomic calculation as one extra function. Two-component orbital optimization also describes the relaxation and needs the same radial flexibility; for one electron it is the same diagonalization, while with electron repulsion its response differs from that of singles CI. A Monte Carlo trial function built from $\phi_0$ alone has one radius for both spinors.

Scaling $\xi$ by $\kappa=\Delta/\Delta_1=1.147$ repairs the first-order splitting, but leaves the radii equal and the centroid unshifted. Combining it with singles counts the relaxation twice: the splitting becomes $\kappa\Delta_1[1+\rho(\kappa)]=\Delta[1+\rho(\kappa)]$, an overshoot of $0.125+0.043=0.168$ through third order, and 17.6 % of $\Delta$ (0.03221 Eh) by collocation. A scaled operator belongs only with the CI space in which it was fitted.
